# Self-trapping by short-range coupling in one, two and three dimensions

Consider one electron of band mass \(m\) in \(d\) dimensions, coupled to a deformation \(\Delta(\mathbf r)\) of the surrounding lattice. The lattice is treated as classical and static (the adiabatic limit), the coupling is local, and there is no disorder. With energies measured from the band bottom of the undeformed crystal,
\[
E[\psi,\Delta]=\frac{\hbar^2}{2m}\int|\nabla\psi|^2+\frac K2\int\Delta^2-D\int\Delta\,|\psi|^2,\qquad \int|\psi|^2=1 .
\]
Here \(K\) is the stiffness and \(D\) the coupling constant; all integrals run over \(d\)-dimensional space. No charge appears, so only \(\hbar\), \(m\), \(K\) and \(D\) enter the algebra. The free state is the limit of an infinitely spread \(\psi\) with \(\Delta=0\), and has \(E=0\). The question is whether the electron can lower its energy by localizing, and whether it must first pass through states of higher energy.

The deformation is eliminated by completing the square:
\[
\frac K2\Delta^2-D\Delta|\psi|^2=\frac K2\Big(\Delta-\frac DK|\psi|^2\Big)^2-\frac{D^2}{2K}|\psi|^4 .
\]
The square vanishes for \(\Delta=D|\psi|^2/K\). Hence, with \(g=D^2/K\),
\[
E[\psi,\Delta]\ \ge\ E[\psi]=\frac{\hbar^2}{2m}X-\frac g2Q,\qquad X=\int|\nabla\psi|^2,\quad Q=\int|\psi|^4 .
\]
The electron is attracted by its own density. A phase \(\theta\) in \(\psi=|\psi|e^{i\theta}\) adds \(\int|\psi|^2|\nabla\theta|^2\ge0\) to \(X\) and leaves \(Q\) unchanged, so \(\psi\) may be taken real.

Now fix a normalized shape \(\psi\) and change only its size, \(\psi_L(\mathbf r)=L^{-d/2}\psi(\mathbf r/L)\). The prefactor preserves the norm. In \(X\), the squared prefactor gives \(L^{-d}\), the two derivatives give \(L^{-2}\), and the volume element gives \(L^{d}\). In \(Q\), the fourth power gives \(L^{-2d}\) and the volume element \(L^{d}\). Therefore
\[
E(L)=\frac A{L^2}-\frac B{L^d},\qquad A=\frac{\hbar^2}{2m}X,\quad B=\frac g2Q ,
\]
with \(X\) and \(Q\) evaluated at \(L=1\). The dimension enters through the competition between these two powers.

For \(d=1\) the attraction decays more slowly than the kinetic energy and wins at large \(L\). The derivative \(E'(L)=-2A/L^3+B/L^2\) is positive for all \(L>2A/B\), so the energy falls steadily as the packet contracts from infinite size to
\[
L_{\min}=\frac{2A}B,\qquad E_{\min}=\frac{B^2}{4A}-\frac{B^2}{2A}=-\frac{B^2}{4A}.
\]
This holds for every \(g>0\). There is no threshold and no barrier, and the final size is finite.

For \(d=2\) both terms scale alike, \(E(L)=(A-B)/L^2\). If \(B<A\), localization costs energy at every size. If \(B>A\), the energy falls all the way from \(L=\infty\) towards \(L=0\). The coupling has a threshold.

For \(d=3\) the kinetic term dominates at large \(L\) and the attraction at small \(L\). Setting \(E'(L)=-2A/L^3+3B/L^4=0\) gives a maximum:
\[
L_b=\frac{3B}{2A},\qquad E_b=\frac{4A^3}{9B^2}-\frac{8A^3}{27B^2}=\frac{4A^3}{27B^2}.
\]
The energy is zero at \(L=B/A=\tfrac23L_b\) and unbounded below as \(L\to0\). In a crystal the contraction stops near the lattice spacing. Representing this by a smallest allowed size \(L_c\) gives three cases. For \(L_c>L_b\) there is no small state. For \(\tfrac23L_b<L_c<L_b\) the small state is a local minimum above the free state. For \(L_c<\tfrac23L_b\) it lies below the free state, behind the barrier.

So far the shape was fixed, and a change of shape during contraction might avoid the barrier. To exclude this, \(Q\) must be bounded in terms of \(X\) for all shapes. On a line, a function that vanishes at both ends satisfies \(\psi^2(x)=2\int_{-\infty}^x\psi\psi'=-2\int_x^\infty\psi\psi'\). Adding the two expressions and taking absolute values gives
\[
\psi^2(x)\le\int_{-\infty}^{\infty}|\psi\psi'|\,dx'\le\|\psi\|\,\|\psi'\| ,
\]
where \(\|f\|^2=\int f^2\) and the last step is the Cauchy–Schwarz inequality. In one dimension \(Q\le\max\psi^2\cdot\int\psi^2\le\|\psi'\|\).

In two dimensions, \(\psi^2(x,y)\) is bounded by \(\alpha(y)=\int|\psi\,\partial_x\psi|\,dx\) and also by \(\beta(x)=\int|\psi\,\partial_y\psi|\,dy\). Their product bounds \(\psi^4\), and its integral factorizes:
\[
\int\psi^4\,dx\,dy\le\int\alpha\,dy\int\beta\,dx\le\|\psi\|^2\,\|\partial_x\psi\|\,\|\partial_y\psi\| .
\]

In three dimensions, apply this in each plane of fixed \(z\). The factor \(\|\psi\|^2\) becomes \(n(z)=\int\psi^2dx\,dy\), and the line bound along \(z\) gives \(n(z)\le\int|\psi\,\partial_z\psi|\,d^3r\le\|\partial_z\psi\|\) for a normalized \(\psi\). The remaining \(z\) integral of the product of the two in-plane gradient norms is bounded by Cauchy–Schwarz. In all three cases
\[
Q\le\prod_{i=1}^d\|\partial_i\psi\|\le\Big(\frac Xd\Big)^{d/2},
\]
the second step being the inequality of geometric and arithmetic means for the numbers \(\|\partial_i\psi\|^2\), whose sum is \(X\). Consequently there is a smallest constant \(C_d\) with \(Q\le C_dX^{d/2}\), and \(C_1\le1\), \(C_2\le\tfrac12\), \(C_3\le3^{-3/2}\). For every normalized state,
\[
E\ \ge\ f(X)=\frac{\hbar^2}{2m}X-\frac{gC_d}2X^{d/2}.
\]

For \(d=1\), \(f\) is smallest at \(\sqrt X=mgC_1/(2\hbar^2)\), so
\[
E\ge-\frac{mg^2C_1^2}{8\hbar^2}.
\]

For \(d=2\), \(f=\tfrac12X(\hbar^2/m-gC_2)\). No state has negative energy if \(g\le g_c=\hbar^2/(mC_2)\). If \(g>g_c\), then \(Q/X\) can be brought close enough to \(C_2\) to make \(A-B<0\), and contracting that shape lowers the energy at every step. Thus \(g_c\) is the continuum threshold for all shapes together.

For \(d=3\), \(f'(X)=0\) gives \(\sqrt{X_b}=2\hbar^2/(3mgC_3)\). There the attractive term is \(\tfrac12gC_3\sqrt{X_b}\,X_b=\hbar^2X_b/(3m)\), two thirds of the kinetic term, so
\[
f(X_b)=\frac{\hbar^2X_b}{6m}=\frac{2\hbar^6}{27\,m^3g^2C_3^2}.
\]
A state of negative energy needs \(f(X)<0\), that is \(\sqrt X>\tfrac32\sqrt{X_b}\). The free state has \(X\to0\). If \(\psi\) and its gradient change continuously, \(X\) must pass through \(X_b\), where \(E\ge f(X_b)\). Since \(E[\psi,\Delta]\ge E[\psi]\), no detour through other deformations helps either. The bound is also the lowest possible barrier: a shape with \(Q=C_3X^{3/2}\) keeps this relation under scaling, so its energy follows \(f(X)\) itself. Stronger coupling lowers the barrier as \(1/g^2\) but does not remove it.

The values of \(C_d\) follow from the shape that maximizes \(Q/(X^{d/2}N^{(4-d)/2})\), where \(N=\int\phi^2\) is now left free. Setting the variation of its logarithm to zero gives
\[
\frac{4\phi^3}Q+\frac dX\nabla^2\phi-\frac{4-d}N\phi=0 .
\]
All coefficients are removed by rescaling amplitude and length, which leaves the quotient unchanged. The result is \(\nabla^2R-R+R^3=0\). Multiplying by \(R\) and integrating gives \(Q=X+N\). The equation also makes \(\tfrac12X+\tfrac12N-\tfrac14Q\) stationary. Under stretching by \(\lambda\), \(X\) scales as \(\lambda^{d-2}\) and the other two as \(\lambda^d\), so \((d-2)X/2+dN/2-dQ/4=0\). Together,
\[
X=\frac{d\,N}{4-d},\qquad Q=\frac{4N}{4-d}.
\]
With \(N_d\) the norm of the nodeless solution, insertion into the quotient gives \(C_1=4/(\sqrt3N_1)\), \(C_2=2/N_2\) and \(C_3=4/(3\sqrt3N_3)\), and hence
\[
g_c=\frac{N_2}2\,\frac{\hbar^2}m,\qquad E_b=\frac{N_3^2}8\,\frac{\hbar^6}{m^3g^2}.
\]
In one dimension \(R=\sqrt2\,\mathrm{sech}\,x\), because \((\mathrm{sech}\,x)''=\mathrm{sech}\,x-2\,\mathrm{sech}^3x\). Then \(N_1=4\), \(C_1=1/\sqrt3\), and \(E_{\min}=-mg^2/(24\hbar^2)\). Numerical integration gives \(N_2=11.70\) and \(N_3=18.90\), so \(g_c=5.85\,\hbar^2/m\) and \(E_b=44.6\,\hbar^6/(m^3g^2)\).

That the nodeless solution is the absolute maximum is not proved here. It is supported by an independent maximization over sums of four concentric isotropic Gaussians, which reproduces the three constants among radial shapes. The existence of the threshold and of the barrier does not depend on this point, since the elementary bounds on \(C_d\) suffice.

A single Gaussian, \(\psi\propto e^{-r^2/2L^2}\), gives simple estimates. Its density has \(\langle r^2\rangle=dL^2/2\), so \(X=\langle r^2\rangle/L^4=d/(2L^2)\), and \(Q=(2\pi)^{-d/2}L^{-d}\). Thus \(A=d\hbar^2/(4m)\) and \(B=g/[2(2\pi)^{d/2}]\), which lead to
\[
L_{\min}=\sqrt{2\pi}\,\frac{\hbar^2}{mg}\ (d=1),\qquad g_c\simeq2\pi\frac{\hbar^2}m\ (d=2),\qquad L_b=\frac{mg}{(2\pi)^{3/2}\hbar^2}\ (d=3).
\]
The Gaussian threshold is 7% above the best value. The Gaussian barrier, \(62.0\,\hbar^6/(m^3g^2)\), is 39% above the best one.

The small polaron itself lies outside the continuum description. On a simple lattice of spacing \(a\), with site amplitudes \(\psi_i\),
\[
E=t\sum_{\langle ij\rangle}(\psi_i-\psi_j)^2-\frac S2\sum_i\psi_i^4,\qquad t=\frac{\hbar^2}{2ma^2},\quad S=\frac g{a^d},
\]
where the first sum runs over nearest-neighbour bonds. The identifications follow from \(\psi_i=a^{d/2}\psi(\mathbf r_i)\): a bond difference squared becomes \(a^{d+2}(\partial\psi)^2\), a fourth power becomes \(a^{2d}\psi^4\), and each sum over sites is \(a^{-d}\) times an integral.

An electron on one site has \(2d\) bonds and energy \(2dt-S/2\), which is negative for \(S>4dt\). In two dimensions this means \(S>8t\), whereas the continuum threshold is \(S=g_c/a^2=N_2t=11.70\,t\). The small state therefore lies below the free one before the free state becomes unstable. What decides is the ratio of the quartic sum to the sum of squared bond differences, since the energy turns negative at \(S=2tX/Q\). A single site has \(Q=1\) and \(X=4\), so \(Q/X=\tfrac14\), which exceeds the largest continuum value \(C_2=2/N_2=0.171\). The continuum result still holds in the limit of wide packets: at any fixed \(S\) below \(11.70\,t\), all sufficiently wide packets cost energy. In two dimensions the continuum threshold thus marks the loss of the barrier, and in a window below it a barrier exists.

In three dimensions the barrier survives on the lattice. The line bound holds with differences in place of derivatives, since
\[
\psi_n^2\le\tfrac12\sum_j|\psi_j-\psi_{j-1}|\,\big(|\psi_j|+|\psi_{j-1}|\big)
\]
and the Cauchy–Schwarz inequality gives the same constant. The rest of the argument carries over with \(\hbar^2/m\to2t\) and \(g\to S\). Any path to negative energy therefore climbs to at least \(2(2t)^3/S^2=16t^3/S^2\), which is a lower bound and not an estimate.

Stationary lattice states obey \(-t\nabla^2_{\rm lat}\psi-S\psi^3=-\omega\psi\), where \(\nabla^2_{\rm lat}\) is the sum of differences to the neighbours and \(\omega\) the binding energy of the electron level. Let \(T\) be the kinetic energy and \(Q=\sum_i\psi_i^4\). Along a family of such states at fixed norm,
\[
dT=2\sum_i(-t\nabla^2_{\rm lat}\psi)_i\,d\psi_i=2\sum_i(S\psi_i^3-\omega\psi_i)\,d\psi_i=\frac S2\,dQ .
\]
So \(S=2\,dT/dQ\). In two and three dimensions \(S(Q)\), computed for the symmetric states centred on a site, has a minimum. Above it, a given \(S\) belongs to two states of this family: a wide one, which is the top of the barrier, and a compact one, which is the small polaron. In two dimensions this holds only up to \(S=11.70\,t\), which the wide branch approaches from below as it spreads; beyond that value only the compact state remains. The minimum is the weakest coupling at which this family contains a small state.

For a numerical example take round model parameters, \(m\) equal to five electron masses and \(a=4\) Å, so that \(\hbar^2/m=1.524\) eV Å² and \(t=1.524/(2\times16)=0.0476\) eV.

In one dimension, \(S=0.05\) eV gives \(g=0.05\times4=0.20\) eV Å. The Gaussian size is \(2.507\times1.524/0.20=19.1\) Å, nearly five spacings, so the continuum should apply. The best continuum energy is
\[
E_{\min}=-\frac{(0.20)^2}{24\times1.524}\ \text{eV}=-1.09\ \text{meV},
\]
against \(-1.04\) meV for the Gaussian. Minimizing over the deformation of a discrete chain, with the electron level found by diagonalization, gives \(-1.10\) meV, about 1% below the continuum value. The lattice kinetic energy \(t(2-2\cos ka)\) lies below the parabola \(tk^2a^2\), which acts in this direction.

In two dimensions the small state exists from \(S=5.70\,t=0.27\) eV, is lowest from \(6.68\,t=0.32\) eV, and the free state loses its barrier at \(11.70\,t=0.56\) eV. The second value is below the single-site estimate \(8t\) because the electron gains energy by spreading a little onto the neighbours. At \(S=10\,t\) the small state has \(E=-1.42\,t\) and the barrier is \(0.024\,t\). A Gaussian packet with \(L=4a\), relaxed step by step towards lower energy, spreads over the box at this coupling although the small state lies far below. At \(S=16\,t\) the same packet contracts into the small state at \(-4.25\,t\).

In three dimensions the small state exists from \(S=7.85\,t=0.37\) eV and is lowest from \(10.8\,t=0.52\) eV. Take \(S=2\) eV, that is \(S=42\,t\) and \(g=2\times64=128\) eV Å³. The continuum barrier is
\[
E_b=44.64\times\frac{(1.524)^3}{(128)^2}\ \text{eV}=9.6\ \text{meV}.
\]
The Gaussian gives 13.4 meV, with its maximum at \(L_b=5.3\) Å. This is little more than one spacing, so the continuum value can only be an estimate. The lattice barrier state gives 7.0 meV, 28% below the best continuum value, and has 7% of its weight on the central site. For wider barrier states the two agree: the ratio of lattice to continuum barrier is 0.954, 0.978 and 0.989 at \(\omega=0.03\,t\), \(0.015\,t\) and \(0.0075\,t\), and extrapolates to 1.000.

The small polaron can be checked by hand. Let each of the six neighbours carry a small amplitude \(\varepsilon\), so that the central weight is \(1-6\varepsilon^2\). To leading order in \(t/S\), the energy changes by \(-12t\varepsilon\) from the bonds and by \(+6S\varepsilon^2\) from the quartic term. The minimum is at \(\varepsilon=t/S\), hence
\[
E\simeq6t-\frac S2-\frac{6t^2}S=0.286-1-0.007=-0.721\ \text{eV},
\]
with central weight \(1-6/42^2=0.997\). Both agree with the numerical state. A cutoff at \(L_c=a\) in the Gaussian formula would instead give \(+7.9\) meV. The cutoff argument orders the possible cases but does not locate the small state in energy.

Relaxation from the slightly narrowed barrier state ends in the small polaron at \(-0.721\) eV. From the slightly widened one the electron spreads over the finite periodic box, with an energy of \(-0.03\) meV. This is the value \(-S/(2\times32^3)\) of the uniform state in a box of \(32^3\) sites, and it vanishes as the box grows. The state found thus separates the two outcomes, as expected of the top of the barrier between them. The numerical check covers the scaling laws, the constants \(C_d\), the lattice branches and these relaxations.

Two assumptions in particular limit the use of these results. The first is the static lattice, which requires phonon energies small compared with the electronic energies involved. Optical phonons often have energies of tens of meV. The one-dimensional state above, at about \(-1\) meV, and a barrier of a few meV then lie outside this limit. There the quantum motion of the ions matters: the static energy is no longer a reliable estimate for the one-dimensional state, and the barrier height alone does not give a trapping rate. The couplings quoted above in eV for two and three dimensions are also static-limit values, because \(t=48\) meV is itself comparable to such phonon energies. For a dispersionless phonon of energy \(\hbar\Omega\), second-order perturbation theory lowers the free state by \(\hbar\Omega\,(S/2)\langle1/(\epsilon_{\mathbf k}+\hbar\Omega)\rangle\), averaged over the band. For \(\hbar\Omega=30\) meV this is about 30 meV, or \(0.6\,t\), at the couplings \(S=0.32\) eV and \(0.52\) eV where the static small state crosses the free one. The coupling must also be short-ranged. In a polar crystal the density interacts with itself through a potential falling as \(1/r\), which adds a term \(-F/L\) with \(F>0\) in three dimensions. At large \(L\) this outweighs \(A/L^2\), so the free electron is no longer stable. For a fixed shape, \(E'(L)=0\) becomes \(FL^2-2AL+3B=0\). If \(A^2>3BF\), the two roots are the barrier and, on its extended side, a large polaron of finite size; otherwise the barrier disappears.

## Table of computed values

```
SHAPE CONSTANTS (dimensionless)
d=1: N=4.0000  C best=0.57735  4 Gaussians=0.57735
     C one Gaussian=0.56419  elementary bound=1.00000
d=2: N=11.7009  C best=0.17093  4 Gaussians=0.17093
     C one Gaussian=0.15915  elementary bound=0.50000
d=3: N=18.8973  C best=0.04074  4 Gaussians=0.04073
     C one Gaussian=0.03456  elementary bound=0.19245
1D energy: best -0.04167, Gaussian -0.03979 m g^2/hbar^2
2D critical g: best 5.8504, Gaussian 6.2832, elementary bound 2.0 hbar^2/m
3D barrier: best 44.638, Gaussian 62.013, elementary bound 2.0 hbar^6/(m^3 g^2)
MODEL
mass = 5.0 electron masses, a = 4.0 Angstrom
hbar^2/m = 1.5240 eV Angstrom^2, t = 0.04762 eV
ONE DIMENSION
S = 0.05 eV, S/t = 1.0499, g = 0.200 eV Angstrom
Gaussian length at minimum = 19.10 Angstrom
energy, Gaussian = -1.0443 meV
energy, best continuum = -1.0936 meV
energy, lattice = -1.1027 meV
TWO DIMENSIONS
small state exists from S/t = 5.701, S = 0.2715 eV
small state lowest from S/t = 6.679, S = 0.3181 eV
free state unstable from S/t = 11.701, S = 0.5573 eV
same from lattice states, extrapolated: S/t = 11.712
descent from Gaussian L = 4 a, start Q = 0.00995
S/t=16: final E=-4.2535 t, Q=0.96739; small state E=-4.2535 t
S/t=10: final E=0.0001 t, Q=0.00072; small state E=-1.4155 t
S/t=10: lattice barrier = 0.0243 t
THREE DIMENSIONS
small state exists from S/t = 7.852, S = 0.3740 eV
small state lowest from S/t = 10.815, S = 0.5151 eV
S = 2.00 eV, S/t = 41.995, g = 128.0 eV Angstrom^3
Gaussian: barrier at L = 5.333, zero at L = 3.555 Angstrom
  Gaussian E(L=3 Angstrom) = -23.504 meV
  Gaussian E(L=4 Angstrom) = 7.944 meV
  Gaussian E(L=8 Angstrom) = 9.923 meV
  Gaussian E(L=16 Angstrom) = 3.473 meV
barrier, Gaussian = 13.397 meV
barrier, best continuum = 9.644 meV
barrier, lattice = 6.965 meV
lattice/continuum barrier at binding 0.0075, 0.015, 0.03 t: 0.9893, 0.9781, 0.9536
the same, extrapolated to zero binding = 0.9998
weight on central site: barrier state 0.0701, small polaron 0.9966
small polaron energy = -0.7211 eV
descent from narrowed barrier state: -0.7211 eV
descent from widened barrier state: -0.0301 meV
```
